**Speckle in coherent waveguide backscatter and its reduction by spectral averaging**

The program tests that the intensity I in a resolution cell of a uniform rough waveguide is exponentially distributed, with standard deviation equal to its mean m, and that averaging M disjoint spectral windows gives a gamma law with relative spread 1/√M. It generates 64 guides with two-valued roughness, computes their reflection spectra, and Fourier transforms windows of bandwidth B into traces with cell length c/(2 n_g B), where n_g is the group index. Assertions cover the mean level, the intensity distributions, the correlation (1 − |Δ|/B)² between windows shifted by Δ, the decibel statistics and the error of the fitted loss. They also cover half-overlapped windows, spatial averaging, repeated sweeps with detector noise, and the doubling of triple-scattered power by reversed paths. The relative spread falls from 0.995 for one window to 0.248 for sixteen, while sixteen repeated sweeps leave it at 0.946. The simulated loss error falls from 0.249 to 0.057 dB/cm; the latter is 17% above the predicted 0.048 dB/cm, about two sampling errors for 64 fits. The program also sizes dispersion, facet sidelobes, temperature drift and two-photon absorption for rough silicon-waveguide parameters.

## Verification by program

```python
"""
Coherent backscatter from a uniform rough waveguide.
Result under test: the intensity in one resolution cell is exponentially
distributed (standard deviation = mean); averaging M disjoint spectral windows
gives a gamma law with relative standard deviation 1/sqrt(M).
Symbols: rho(z) = backscatter coupling per length, alpha = one-way power
attenuation, beta = propagation constant, S = power spectrum of rho at 2 beta,
B = window bandwidth, cell = c/(2 n_g B), contrast = standard deviation/mean.
The simulation starts from real two-valued roughness, not from random phasors.
Lengths are in metres inside the program unless a name says otherwise.
"""
import itertools
import numpy as np
from scipy import constants, stats
from scipy.fft import rfft
from scipy.special import digamma, polygamma

rng = np.random.default_rng(20417)
c = constants.c

# Rough inputs in the regime of a silicon-on-insulator strip waveguide
wavelength = 1.55e-6
n_eff, n_g = 2.4, 4.2
guide_length, scan_range = 0.030, 0.036
loss_db_cm = 2.0
corr_length = 50e-9
backscatter = 0.3             # mean reflected power fraction per metre
n_freq, n_windows = 4096, 16
n_guides = 64
width = n_freq // n_windows
alpha = loss_db_cm * 100 * np.log(10) / 10
kappa = 4 * np.pi * n_eff / wavelength
freq_step = c / (2 * n_g * scan_range)
sweep = n_freq * freq_step
window_band = width * freq_step
fine_cell = scan_range / n_freq
cell = scan_range / width


def roughness_spectrum(k, variance):
    return 2 * variance * corr_length / (1 + (k * corr_length)**2)


variance = backscatter / roughness_spectrum(kappa, 1.0)

# Reflection spectra of independent guides with two-valued wall roughness
dz = 20e-9
n_grid = int(round(scan_range / dz))
n_guide = int(round(guide_length / dz))
memory = np.exp(-dz / corr_length)
decay = np.sqrt(variance) * np.exp(-alpha * dz * np.arange(n_guide))
first_bin = int(round(kappa * scan_range / (2 * np.pi))) - n_freq // 2
spectra = np.empty((n_guides, n_freq), complex)
profile = np.zeros(n_grid)
for g in range(n_guides):
    flips = rng.random(n_guide) < (1 - memory) / 2
    flips[0] = rng.random() < 0.5
    signs = 1 - 2 * (np.cumsum(flips) & 1)
    profile[:n_guide] = signs * decay
    spectra[g] = rfft(profile)[first_bin:first_bin + n_freq] * dz


def cell_positions(size):
    z = np.arange(size) * scan_range / size
    keep = (z > 0.001) & (z < 0.029)
    return z, keep


def intensities(starts, size):
    """Measured intensity [window, guide, cell], away from guide ends."""
    _, keep = cell_positions(size)
    return np.array([np.abs(np.fft.ifft(spectra[:, s:s + size], axis=1))
                     [:, keep]**2 for s in starts])


def flatten_loss(raw, size):
    z, keep = cell_positions(size)
    return raw * np.exp(2 * alpha * z[keep])


def contrast(x):
    return np.std(x) / np.mean(x)


def distribution_gap(x, cdf):
    return stats.kstest(np.ravel(x), cdf).statistic


# Mean level and exponential law at the finest resolution
fine = flatten_loss(intensities([0], n_freq), n_freq)[0]
mean_ratio = fine.mean() / (backscatter * fine_cell)
lags = np.arange(-100, 101)
grid_spectrum = variance * dz * np.sum(
    memory**np.abs(lags) * np.cos(lags * kappa * dz))
grid_ratio = grid_spectrum / backscatter
assert abs(mean_ratio / grid_ratio - 1) < 0.02
# The finite grid step changes the continuum spectrum by a few percent
assert abs(mean_ratio - 1) < 0.05
fine_unit = fine / fine.mean()
fine_contrast = contrast(fine_unit)
fine_gap = distribution_gap(fine_unit, stats.expon.cdf)
assert abs(fine_contrast - 1) < 0.02
assert fine_gap < 0.01
fade_seen = np.mean(fine_unit < 0.1)
fade_law = 1 - np.exp(-0.1)
assert abs(fade_seen - fade_law) < 0.005

# Finite number of phasors: exact enumeration over cube-root phases
phasor_ratios = []
roots = np.exp(2j * np.pi * np.arange(3) / 3)
for n in range(1, 7):
    power = np.array([abs(sum(p))**2
                      for p in itertools.product(roots, repeat=n)])
    ratio = np.mean(power**2) / np.mean(power)**2
    assert abs(ratio - (2 - 1 / n)) < 1e-12
    phasor_ratios.append(ratio)

# Correlation between shifted windows, and between neighbouring cells
correlations = []
for shift in (width // 4, width // 2, 3 * width // 4, width):
    starts = np.arange(0, n_freq - width - shift + 1, width)
    left = flatten_loss(intensities(starts, width), width)
    right = flatten_loss(intensities(starts + shift, width), width)
    seen = np.corrcoef(left.ravel(), right.ravel())[0, 1]
    law = (1 - shift / width)**2
    assert abs(seen - law) < 0.025
    correlations.append((shift / width, seen, law))
raw = intensities(np.arange(n_windows) * width, width)
unit = flatten_loss(raw, width)
unit /= unit.mean()
neighbour = np.corrcoef(unit[..., :-1].ravel(), unit[..., 1:].ravel())[0, 1]
assert abs(neighbour) < 0.02

# Window averaging, decibel statistics and fitted loss
z_all, keep = cell_positions(width)
z_cm = z_all[keep] * 100
z_offset = z_cm - z_cm.mean()
z_square = np.sum(z_offset**2)
to_db = 10 / np.log(10)
average_rows = []
for m in (1, 4, 16):
    shape = (n_windows // m, m) + unit.shape[1:]
    averaged = unit.reshape(shape).mean(axis=1)
    seen = contrast(averaged)
    assert abs(seen * np.sqrt(m) - 1) < 0.04
    gap = distribution_gap(averaged, stats.gamma(m, scale=1 / m).cdf)
    assert gap < 0.025
    db = 10 * np.log10(averaged)
    db_std_law = to_db * np.sqrt(float(polygamma(1, m)))
    db_bias_law = to_db * (float(digamma(m)) - np.log(m))
    assert abs(db.std() / db_std_law - 1) < 0.04
    assert abs(db.mean() - db_bias_law) < 0.08
    trace_db = 10 * np.log10(raw.reshape(shape).mean(axis=1))
    fitted = -np.sum(trace_db * z_offset, axis=-1) / (2 * z_square)
    error_law = db_std_law / (2 * np.sqrt(z_square))
    # Four standard errors of a standard deviation from a finite sample
    assert abs(fitted.std(ddof=1) / error_law - 1) < 4 / np.sqrt(2 * fitted.size)
    # Four statistical errors plus small leakage from the rectangular window
    assert abs(fitted.mean() - loss_db_cm) < 4 * error_law / np.sqrt(
        fitted.size) + 0.015
    average_rows.append((m, seen, 1 / np.sqrt(m), db.std(), db_std_law,
                         db.mean(), db_bias_law, fitted.mean(),
                         fitted.std(ddof=1), error_law))
log_average_std = np.std(np.mean(10 * np.log10(unit), axis=0))
log_average_law = to_db * np.pi / np.sqrt(6 * n_windows)
assert abs(log_average_std / log_average_law - 1) < 0.04
assert log_average_std > average_rows[-1][3]

# Half-overlapped windows
half_starts = np.arange(0, n_freq - width + 1, width // 2)
half_average = flatten_loss(intensities(half_starts, width), width).mean(axis=0)
half_seen = contrast(half_average)
separation = np.abs(half_starts[:, None] - half_starts[None, :]) / width
overlap = np.maximum(0, 1 - separation)
half_law = np.sqrt(np.sum(overlap**2)) / len(half_starts)
assert abs(half_seen / half_law - 1) < 0.05

# Spatial averaging of the full-sweep trace
usable = fine_unit.shape[1] // n_windows * n_windows
spatial = fine_unit[:, :usable].reshape(n_guides, -1, n_windows).mean(axis=2)
spatial_contrast = contrast(spatial)
assert abs(spatial_contrast * np.sqrt(n_windows) - 1) < 0.04

# Repeated sweeps of the same guides with fresh detector noise
noise_power, repeats = 0.05, 16
field = np.sqrt(unit[:4])
repeat_sum = np.zeros_like(field)
for _ in range(repeats):
    noise = rng.normal(size=field.shape) + 1j * rng.normal(size=field.shape)
    repeat_sum += np.abs(field + np.sqrt(noise_power / 2) * noise)**2
repeat_contrast = contrast(repeat_sum / repeats)
repeat_law = np.sqrt(1 + (2 * noise_power + noise_power**2) / repeats) / (
    1 + noise_power)
assert abs(repeat_contrast - repeat_law) < 0.04

# Triple scattering: random sums test the doubling from reversed paths
delay, draws = 12, 40000
scatter = (rng.normal(size=(delay + 1, draws))
           + 1j * rng.normal(size=(delay + 1, draws))) / np.sqrt(2)
triple = np.zeros(draws, complex)
for turn in range(delay - 1):
    for first in range(turn + 1, delay):
        last = delay + turn - first
        if last > turn:
            triple += scatter[first] * scatter[turn].conj() * scatter[last]
triple_ratio = np.mean(np.abs(triple)**2) / (delay * (delay - 1))
assert abs(triple_ratio - 1) < 0.12
triple_fraction = (backscatter * guide_length)**2

# Sizes of neglected effects, with rough device parameters
beta2 = 1.5e-24               # s^2/m
dn_dt, drift = 1.8e-4, 0.01   # 1/K, K
facet_reflectance = 1e-3
tpa, optical_power, mode_area = 5e-12, 1e-3, 0.1e-12
v_g = c / n_g
blur_fine = v_g * beta2 * guide_length * 2 * np.pi * sweep
blur_window = v_g * beta2 * guide_length * 2 * np.pi * window_band
half_change = 2 * np.pi * sweep / v_g
edge_low = roughness_spectrum(kappa - half_change, variance) / backscatter - 1
edge_high = roughness_spectrum(kappa + half_change, variance) / backscatter - 1
cell_loss_db = 2 * loss_db_cm * cell * 100
first_cell = int(np.flatnonzero(keep)[0])
facet_ratio = facet_reflectance / (np.pi * first_cell)**2 / (
    backscatter * cell * np.exp(-2 * alpha * z_all[first_cell]))
drift_cells = 2 * dn_dt * drift * guide_length / wavelength
tpa_db_cm = to_db * tpa * optical_power / mode_area / 100
assert blur_window < cell and triple_fraction < 0.01
assert max(abs(edge_low), abs(edge_high)) < 0.1
assert cell_loss_db < 0.1 and facet_ratio < 0.1
assert drift_cells < 0.2 and tpa_db_cm < 0.01 * loss_db_cm

print(f"Wavelength {wavelength*1e9:.0f} nm; n_eff {n_eff}; n_g {n_g}")
print(f"Guide length {guide_length*100:.1f} cm; scan range {scan_range*100:.1f} cm")
print(f"One-way loss {loss_db_cm:.1f} dB/cm; alpha {alpha/100:.4f} 1/cm")
print(f"Roughness correlation length {corr_length*1e9:.0f} nm")
print(f"Backscatter coefficient S {backscatter/1000:.1e} 1/mm")
print(f"RMS coupling {np.sqrt(variance)/1000:.3f} 1/mm")
print(f"Frequency points {n_freq}; step {freq_step/1e9:.4f} GHz")
print(f"Sweep {sweep/1e12:.3f} THz = {sweep*wavelength**2/c*1e9:.1f} nm")
print(f"Windows {n_windows}; bandwidth of each {window_band/1e9:.1f} GHz")
print(f"Cell: full sweep {fine_cell*1e6:.2f} um; one window {cell*1e6:.1f} um")
print(f"Correlation lengths per fine cell {fine_cell/corr_length:.0f}")
print(f"Half guided wavelengths per fine cell {fine_cell*kappa/(2*np.pi):.1f}")
print(f"Mean reflectance per window cell at input {10*np.log10(backscatter*cell):.2f} dB")
print(f"Simulated guides {n_guides}; fitted cells per guide {z_cm.size}")
print(f"Fitted interval {z_cm[0]:.3f} to {z_cm[-1]:.3f} cm")
print(f"Mean intensity / continuum law {mean_ratio:.4f}; grid law {grid_ratio:.4f}")
print(f"Full-sweep contrast {fine_contrast:.4f}; largest CDF gap {fine_gap:.4f}")
print(f"Fraction below 0.1 mean: simulated {fade_seen:.4f}; law {fade_law:.4f}")
print("Phasor <I^2>/<I>^2, N=1..6: " + " ".join(f"{x:.4f}" for x in phasor_ratios))
for shift, seen, law in correlations:
    print(f"Shift/B {shift:.2f}: intensity correlation {seen:.4f}; law {law:.4f}")
print(f"Neighbouring-cell intensity correlation {neighbour:.4f}")
for row in average_rows:
    m, seen, law, ds, dl, bs, bl, loss, es, el = row
    print(f"M={m}: contrast simulated {seen:.4f}; law {law:.4f}")
    print(f"M={m}: dB spread simulated {ds:.3f}; law {dl:.3f} dB")
    print(f"M={m}: dB bias simulated {bs:.3f}; law {bl:.3f} dB")
    print(f"M={m}: mean fitted loss {loss:.4f} dB/cm")
    print(f"M={m}: loss error simulated {es:.4f}; law {el:.4f} dB/cm")
print(f"Mean of 16 logarithms: spread {log_average_std:.3f}; law {log_average_law:.3f} dB")
print(f"Half-overlapped windows {len(half_starts)}: contrast {half_seen:.4f}; law {half_law:.4f}")
print(f"Effective number of half-overlapped windows {1/half_law**2:.2f}")
print(f"Average of 16 fine cells: contrast {spatial_contrast:.4f}")
print(f"Detector noise/mean signal {noise_power:.2f}; repeated sweeps {repeats}")
print(f"Repeated-sweep contrast {repeat_contrast:.4f}; law {repeat_law:.4f}")
print(f"Rough dispersion {beta2*1e24:.1f} ps^2/m")
print(f"Far-end blur: full sweep {blur_fine*1e6:.1f} um; window {blur_window*1e6:.2f} um")
print(f"S change at sweep edges {100*edge_low:.2f}%, {100*edge_high:.2f}%")
print(f"Round-trip loss across a window cell {cell_loss_db:.4f} dB")
print(f"Triple-path power simulated/law {triple_ratio:.3f}")
print(f"Triple/single scattered power at far end {triple_fraction:.2e}")
print(f"Facet {10*np.log10(facet_reflectance):.0f} dB: sidelobe/signal at first cell {facet_ratio:.4f}")
print(f"Drift {drift:.2f} K per sweep: far-end shift {drift_cells:.3f} cell")
print(f"Two-photon loss at {optical_power*1000:.0f} mW: {tpa_db_cm:.5f} dB/cm")
print("PASS")
```

Output:

```
Wavelength 1550 nm; n_eff 2.4; n_g 4.2
Guide length 3.0 cm; scan range 3.6 cm
One-way loss 2.0 dB/cm; alpha 0.4605 1/cm
Roughness correlation length 50 nm
Backscatter coefficient S 3.0e-04 1/mm
RMS coupling 2.417 1/mm
Frequency points 4096; step 0.9914 GHz
Sweep 4.061 THz = 32.5 nm
Windows 16; bandwidth of each 253.8 GHz
Cell: full sweep 8.79 um; one window 140.6 um
Correlation lengths per fine cell 176
Half guided wavelengths per fine cell 27.2
Mean reflectance per window cell at input -43.75 dB
Simulated guides 64; fitted cells per guide 199
Fitted interval 0.112 to 2.897 cm
Mean intensity / continuum law 1.0256; grid law 1.0261
Full-sweep contrast 0.9965; largest CDF gap 0.0016
Fraction below 0.1 mean: simulated 0.0960; law 0.0952
Phasor <I^2>/<I>^2, N=1..6: 1.0000 1.5000 1.6667 1.7500 1.8000 1.8333
Shift/B 0.25: intensity correlation 0.5627; law 0.5625
Shift/B 0.50: intensity correlation 0.2525; law 0.2500
Shift/B 0.75: intensity correlation 0.0673; law 0.0625
Shift/B 1.00: intensity correlation 0.0034; law 0.0000
Neighbouring-cell intensity correlation 0.0045
M=1: contrast simulated 0.9954; law 1.0000
M=1: dB spread simulated 5.562; law 5.570 dB
M=1: dB bias simulated -2.496; law -2.507 dB
M=1: mean fitted loss 1.9936 dB/cm
M=1: loss error simulated 0.2493; law 0.2444 dB/cm
M=4: contrast simulated 0.4977; law 0.5000
M=4: dB spread simulated 2.300; law 2.314 dB
M=4: dB bias simulated -0.560; law -0.565 dB
M=4: mean fitted loss 1.9930 dB/cm
M=4: loss error simulated 0.1037; law 0.1015 dB/cm
M=16: contrast simulated 0.2479; law 0.2500
M=16: dB spread simulated 1.095; law 1.103 dB
M=16: dB bias simulated -0.135; law -0.137 dB
M=16: mean fitted loss 1.9926 dB/cm
M=16: loss error simulated 0.0565; law 0.0484 dB/cm
Mean of 16 logarithms: spread 1.380; law 1.393 dB
Half-overlapped windows 31: contrast 0.2171; law 0.2188
Effective number of half-overlapped windows 20.89
Average of 16 fine cells: contrast 0.2481
Detector noise/mean signal 0.05; repeated sweeps 16
Repeated-sweep contrast 0.9456; law 0.9554
Rough dispersion 1.5 ps^2/m
Far-end blur: full sweep 82.0 um; window 5.12 um
S change at sweep edges 1.80%, -1.77%
Round-trip loss across a window cell 0.0562 dB
Triple-path power simulated/law 1.015
Triple/single scattered power at far end 8.10e-05
Facet -30 dB: sidelobe/signal at first cell 0.0416
Drift 0.01 K per sweep: far-end shift 0.070 cell
Two-photon loss at 1 mW: 0.00217 dB/cm
PASS
```
